\section*{Triplet and singlet terms of nickelocene's e1g pair: gaps 2K and 4K}

\section{What a single determinant gets wrong}

Nickelocene, a vapour source of nickel for atomic layer deposition, has two electrons in a degenerate pair of antibonding orbitals, $x$ and $y$, of type $e_{1g}$. Suppose its singlet energy is wanted, and both electrons are put into $x$. With the orbitals held fixed, this determinant lies $3K$ above the triplet, where $K$ is the exchange integral between $x$ and $y$. Put one electron in each orbital with opposite spins instead, and the result is $K$. Neither number is an excitation energy. The first determinant is an equal mixture of singlets at $2K$ and $4K$; the second is an equal mixture of the triplet at $0$ and a singlet at $2K$. For the molecule computed below, the two determinants give 2.93 and 0.98 eV, whereas the terms lie at 1.95 and 3.90 eV.

A second error comes from the orbitals themselves. The complex partners $(x\pm iy)/\sqrt2$ describe the same pair, but their exchange integral is $2K$. Inserted into the formula for real orbitals, it doubles both gaps.

The result to be derived is
\begin{equation}
E({}^3A_{2g})=E_0,\qquad E({}^1E_{2g})=E_0+2K,\qquad E({}^1A_{1g})=E_0+4K .
\label{eq:result}
\end{equation}
It is a first-order result: one configuration $e_{1g}^2$, one common set of orbitals for all terms, and no spin-orbit coupling. The molecule is taken with staggered parallel rings, symmetry $D_{5d}$.

\section{The common starting point}

Let $x$ and $y$ be real and orthonormal. For real densities $\rho$ and $\sigma$ define
\begin{equation}
(\rho|\sigma)=\frac{e^2}{4\pi\epsilon_0}\int\!\!\int
\frac{\rho(\mathbf r_1)\sigma(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1d^3r_2 ,
\end{equation}
and write $xy$ for the product density $x(\mathbf r)y(\mathbf r)$. Then
\begin{equation}
J_{xx}=(xx|xx),\quad J_{yy}=(yy|yy),\quad J_{xy}=(xx|yy),\quad K=(xy|xy).
\end{equation}

The doubly filled orbitals $c$ are the same in every state considered. An open-shell electron in orbital $a$ interacts with them through $\sum_c[2(aa|cc)-(ac|ac)]$, whatever its spin. Together with kinetic energy and nuclear attraction this forms a one-electron operator $h$, which has the full symmetry of the molecule.

A turn by $2\pi/5$ about the axis maps the pair into
\begin{equation}
x'=\cos\alpha\,x+\sin\alpha\,y,\qquad y'=-\sin\alpha\,x+\cos\alpha\,y,\qquad \alpha=2\pi/5 .
\label{eq:turn}
\end{equation}
Substitution in the matrix elements of $h$ gives
\begin{align}
\tfrac12(h_{x'x'}-h_{y'y'})&=\cos2\alpha\,\tfrac12(h_{xx}-h_{yy})+\sin2\alpha\,h_{xy},\\
h_{x'y'}&=-\sin2\alpha\,\tfrac12(h_{xx}-h_{yy})+\cos2\alpha\,h_{xy}.
\end{align}
The two quantities thus form a plane vector turned by $2\alpha$. Because $h$ is invariant, the vector must equal its turned copy. Here $2\alpha=144^\circ$, and a vector unchanged by such a turn is zero. Hence $h_{xx}=h_{yy}$ and $h_{xy}=0$. All six states of the two electrons share the same one-electron energy, and their mutual repulsion $v$ alone separates them.

\section{First derivation: real orbitals}

The total wavefunction is antisymmetric. A triplet spin function is symmetric and needs an antisymmetric space function; a singlet needs a symmetric one. Writing the orbital of electron 1 first, the four space functions are
\begin{equation}
T=\frac{xy-yx}{\sqrt2},\quad S_1=\frac{xy+yx}{\sqrt2},\quad
S_2=\frac{xx-yy}{\sqrt2},\quad S_3=\frac{xx+yy}{\sqrt2}.
\end{equation}
One triplet with three spin states and three singlets make six states.

The matrix element of $v$ between products is $\langle ab|v|cd\rangle=(ac|bd)$, since electron 1 contributes the density $ac$ and electron 2 the density $bd$. Therefore $\langle xy|v|xy\rangle=J_{xy}$, while $\langle xy|v|yx\rangle$ and $\langle xx|v|yy\rangle$ both equal $K$. The diagonal energies are
\begin{align}
E_T&=\tfrac12(J_{xy}-K-K+J_{xy})=J_{xy}-K,\label{eq:T}\\
E_{S_1}&=\tfrac12(J_{xy}+K+K+J_{xy})=J_{xy}+K,\\
E_{S_2}&=\tfrac12(J_{xx}+J_{yy})-K,\\
E_{S_3}&=\tfrac12(J_{xx}+J_{yy})+K .\label{eq:S3}
\end{align}

It remains to relate $J_{xx}$ to $J_{xy}$ and to remove the couplings among the singlets. Both follow from three densities,
\begin{equation}
s=\tfrac12(xx+yy),\qquad d_1=\tfrac12(xx-yy),\qquad d_2=xy .
\end{equation}
From \eqref{eq:turn}, $x'x'+y'y'=xx+yy$, so $s$ is unchanged. For the others,
\begin{align}
d_1'&=\tfrac12(\cos^2\alpha-\sin^2\alpha)(xx-yy)+2\sin\alpha\cos\alpha\,xy
=\cos2\alpha\,d_1+\sin2\alpha\,d_2,\\
d_2'&=-\sin\alpha\cos\alpha\,(xx-yy)+(\cos^2\alpha-\sin^2\alpha)\,xy
=-\sin2\alpha\,d_1+\cos2\alpha\,d_2 .
\end{align}
The pair of densities turns at twice the angle of the pair of orbitals.

The Coulomb energy does not change when both densities are turned together. The numbers $(s|d_1)$ and $(s|d_2)$ again form a vector unchanged by a turn of $2\alpha$, so both vanish. Next put $A=(d_1|d_1)$, $B=(d_2|d_2)=K$, $D=(d_1|d_2)$, and abbreviate $C=\cos2\alpha$, $S=\sin2\alpha$. Invariance of $A$ and $D$ requires
\begin{align}
A&=C^2A+S^2B+2CS\,D,\\
D&=-CS\,A+CS\,B+(C^2-S^2)D .
\end{align}
Using $1-C^2=S^2$, these become
\begin{equation}
S\,[S(B-A)+2CD]=0,\qquad S\,[C(B-A)-2SD]=0 .
\label{eq:brackets}
\end{equation}
If $S\ne0$, both brackets vanish. Squaring and adding them cancels the cross terms and leaves $(B-A)^2+4D^2=0$. Hence $A=B$ and $D=0$.

Since $xx=s+d_1$ and $yy=s-d_1$, we have $J_{xx}-J_{yy}=4(s|d_1)=0$. Then
\begin{equation}
A=\tfrac14(J_{xx}+J_{yy}-2J_{xy})=\tfrac12(J_{xx}-J_{xy}),
\label{eq:A}
\end{equation}
and $A=B=K$ gives
\begin{equation}
J_{xx}-J_{xy}=2K .
\label{eq:identity}
\end{equation}
The couplings among the singlets vanish for the same reasons:
\begin{align}
\langle S_1|v|S_2\rangle&=(xx|xy)-(yy|xy)=2(d_1|d_2)=0,\\
\langle S_1|v|S_3\rangle&=(xx|xy)+(yy|xy)=2(s|d_2)=0,\\
\langle S_2|v|S_3\rangle&=\tfrac12(J_{xx}-J_{yy})=0 .
\end{align}
Inserting \eqref{eq:identity} into \eqref{eq:T}--\eqref{eq:S3} gives $J_{xy}-K$ for the triplet, $J_{xy}+K$ for both $S_1$ and $S_2$, and $J_{xy}+3K$ for $S_3$. These are the levels \eqref{eq:result}. The functions $S_1,S_2$ turn into each other like $d_2,d_1$ and form ${}^1E_{2g}$; $S_3$ is invariant and is ${}^1A_{1g}$. The function $T$ is unchanged by the turn, but a reflection in a mirror plane through the axis reverses its sign, so it is ${}^3A_{2g}$.

The sign of $K$ settles the order. In terms of the Fourier transform $\tilde\rho$ of a density,
\begin{equation}
(\rho|\rho)=\frac{e^2}{\epsilon_0}\int\frac{d^3k}{(2\pi)^3}\,
\frac{|\tilde\rho(\mathbf k)|^2}{k^2}>0
\end{equation}
unless $\rho$ vanishes. Thus $K$, the self-energy of the density $xy$, is positive, and within this configuration the triplet is lowest.

The identity also explains the opening numbers. The determinant with two electrons in $x$ has repulsion $J_{xx}=J_{xy}+2K$, which is $3K$ above $J_{xy}-K$. The determinant with opposite spins in $x$ and $y$ has repulsion $J_{xy}$, which is $K$ above it.

\section{Second derivation: complex orbitals}

Take $\varphi_\pm=(x\pm iy)/\sqrt2$. By \eqref{eq:turn}, the same turn multiplies them by phases,
\begin{equation}
\varphi_\pm'=e^{\mp i\alpha}\varphi_\pm .
\end{equation}
Let $[ab|cd]$ denote the Coulomb integral of $\varphi_a^*\varphi_b$ for electron 1 with $\varphi_c^*\varphi_d$ for electron 2, so that $\langle ac|v|bd\rangle=[ab|cd]$. An integral that acquires a phase different from 1 under a symmetry operation must be zero.

The products $++$ and $--$ acquire the phases $e^{-2i\alpha}$ and $e^{2i\alpha}$; $+-$ and $-+$ acquire none. A matrix element of $v$ between $++$ and $+-$ changes by $e^{2i\alpha}$, and one between $++$ and $--$ by $e^{4i\alpha}$. With $\alpha=2\pi/5$ neither factor is 1. The repulsion therefore leaves $++$ and $--$ uncoupled, and mixes $+-$ with $-+$.

Both orbitals have the same density, $\varphi_\pm^*\varphi_\pm=\frac12(xx+yy)=s$. Every direct integral is thus the same number,
\begin{equation}
[++|++]=[--|--]=[++|--]=(s|s)\equiv J_0 .
\end{equation}
With the exchange integral $K_\pm=[+-|-+]$, the combinations $(+-\,\mp\,-+)/\sqrt2$ have energies $J_0\mp K_\pm$. Therefore
\begin{equation}
E({}^3A_{2g})=J_0-K_\pm,\qquad E({}^1E_{2g})=J_0,\qquad E({}^1A_{1g})=J_0+K_\pm .
\label{eq:complex}
\end{equation}
The two states of ${}^1E_{2g}$ are $++$ and $--$. They are degenerate because they are complex conjugates and nothing couples them. In this language the gaps are $K_\pm$ and $2K_\pm$.

To express $K_\pm$ through the real orbitals, write the transition densities
\begin{equation}
\varphi_+^*\varphi_-=\tfrac12(x-iy)^2=d_1-id_2,\qquad
\varphi_-^*\varphi_+=d_1+id_2 .
\end{equation}
The integral that couples $++$ to $--$ is known to vanish:
\begin{equation}
0=[+-|+-]=(d_1-id_2|d_1-id_2)=A-B-2iD .
\end{equation}
Its real and imaginary parts give $A=B$ and $D=0$ in one line. The exchange integral is
\begin{equation}
K_\pm=(d_1-id_2|d_1+id_2)=A+B=2K ,
\end{equation}
and \eqref{eq:complex} becomes \eqref{eq:result}.

\section{What each derivation assumes}

Both use the same fixed closed shells, the same configuration and a spin-free repulsion. Both need the same fact about the axis: $\sin2\alpha\ne0$ in the first is the condition $e^{4i\alpha}\ne1$ in the second.

They differ in where that fact enters. The second uses it at the outset, to label states by phases; the term energies then follow with little algebra, but in terms of $K_\pm$. The first brings it in after the energies \eqref{eq:T}--\eqref{eq:S3} are written, so those expressions remain useful when the symmetry is lower.

A fourfold axis shows this. There $\alpha=\pi/2$, so $2\alpha=\pi$ and $e^{4i\alpha}=1$. The products $++$ and $--$ may now couple. In the first derivation $S=0$, equations \eqref{eq:brackets} say nothing, and $A$ need not equal $B$. The vector argument still gives $(s|d_1)=(s|d_2)=0$. If mirror planes also make $D=0$, the singlets lie above the triplet by
\begin{equation}
2B,\qquad 2A,\qquad 2A+2B ,
\end{equation}
with $2B=2K$ and $2A=J_{xx}-J_{xy}$: in general three different gaps.

Rings of hydrogen $s$ orbitals make the contrast concrete. For $n$ sites, let $x$ and $y$ have coefficients proportional to $\cos(2\pi k/n)$ and $\sin(2\pi k/n)$ on site $k$. With an STO-3G basis and sides of 1.5~\AA, the integrals for five sites give $J_{xx}-J_{xy}=2K=2.243$ eV. For four sites they give
\begin{equation}
J_{xx}-J_{xy}=5.290\ \text{eV},\qquad 2K=0.198\ \text{eV}.
\end{equation}
Here $x$ and $y$ sit on different pairs of opposite sites, so their product density comes from overlapping tails and $K$ is small. The singlets of two electrons in this pair lie at 0.20, 5.29 and 5.49 eV in first order. Turning the real pair by $45^\circ$ exchanges the roles of $d_1$ and $d_2$, up to a sign, and thus the two values above. On a fourfold axis $K$ depends on the choice of real partners; on a fivefold axis $A=B$ and $D=0$ make it independent of that choice.

The first derivation also covers a distortion that splits the pair. Let $h_{xx}-h_{yy}=\Delta$, keep $h_{xy}=0$, and hold the repulsion integrals at their symmetric values. Relative to the mean one-electron energy, the products $xx$ and $yy$ have the matrix
\begin{equation}
\begin{pmatrix}J_{xx}+\Delta&K\\K&J_{xx}-\Delta\end{pmatrix},
\qquad E=J_{xx}\pm\sqrt{K^2+\Delta^2}.
\end{equation}
The triplet stays at $J_{xy}-K=J_{xx}-3K$. The lower of these singlets is therefore at $3K-\sqrt{K^2+\Delta^2}$ above it, and reaches it when $|\Delta|=2\sqrt2\,K$. For $\Delta=0$ the value $2K$ returns.

\section{Nickelocene computed}

The molecule was given planar staggered rings, with 1.80~\AA{} from nickel to each ring centre, C--C lengths of 1.42~\AA{} and C--H lengths of 1.08~\AA. These are round values near the real structure. The triplet orbitals come from restricted open-shell Hartree--Fock theory, with the energy minimized at fixed occupation of each symmetry class. The basis is def2-SVP on nickel and STO-3G on carbon and hydrogen. The latter is minimal, so the numbers illustrate the theorem and do not predict a spectrum. Replacing STO-3G on carbon by 6-31G raises $J_{xx}$ and $J_{xy}$ by about 0.1 eV, $K$ by about 0.01 eV and the nickel $d$ norm given below by about 0.03; the digits shown serve to display the identity and are not converged in the basis. The integrals are
\begin{equation}
J_{xx}=25.552,\qquad J_{xy}=23.601,\qquad K=0.9755\quad\text{(eV)}.
\end{equation}
The difference $25.552-23.601=1.951$ eV equals $2K$, as \eqref{eq:identity} requires. The repulsion energies are $23.601-0.976=22.625$ eV for the triplet, $24.577$ eV for ${}^1E_{2g}$ and $26.528$ eV for ${}^1A_{1g}$. The gaps are 1.95 and 3.90 eV. They are small differences of large repulsions, which is why an identity between the integrals matters.

Most of $K$ belongs to the metal. The part of each orbital built from nickel $d$ functions has squared norm 0.935; normalized to one, these parts would have an exchange integral of 1.150 eV. Because $K$ contains four orbital factors, the $d$ part contributes $0.935^2\times1.150=1.005$ eV. This is 3\% more than $K$ itself: the terms that involve the rings add up to a small negative amount. That is possible because cross terms between two parts of a density can have either sign.

The size of $K$ also depends on the method that supplies the orbitals. Kohn--Sham orbitals from the B3LYP functional, in the same basis, have a nickel $d$ part of only 0.74 and give $K=0.62$ eV. The first-order gaps $2K$ and $4K$ are then more than a third smaller, while their ratio stays 2:1.

\section{How far the first-order gaps move}

Two separate configuration-interaction calculations size part of what the single configuration omits. The first correlates the two open-shell electrons fully within their pair and all 41 empty orbitals of the basis, with the closed shells frozen. The gaps become 1.88 and 3.62 eV, lower by 0.07 and 0.28 eV.

The second lets electrons from closed shells enter the pair. It takes the five combinations of closed orbitals richest in nickel $3d$ and distributes twelve electrons over these and the pair in all ways. The gaps become 1.93 and 2.96 eV. The lower one hardly moves, but the upper one falls by 0.94 eV, or 24\% of $4K$. The weight of $e_{1g}^2$ is 0.97 in the triplet and in ${}^1E_{2g}$, but 0.85 in ${}^1A_{1g}$. The upper singlet is thus poorly described by one configuration, and the ratio 2:1 of the gaps drops to about 1.5:1. The calculation does not isolate which excitations cause this. These values belong to the Hartree--Fock orbitals in the stated basis. With 6-31G on carbon the two gaps move by about $+0.02$ and $-0.03$ eV; with B3LYP orbitals the same space gives about 1.6 and 2.4 eV, so the choice of orbitals matters more than this change of basis.

The two calculations add different excited configurations, so to second order their shifts add; coupling between the two sets changes the sum somewhat. Neither includes correlation that excites closed-shell electrons into empty orbitals, nor relaxation of the geometry. The degenerate ${}^1E_{2g}$ term is also open to Jahn--Teller distortion, but a linear effect requires modes of type $e_{1g}$, which have no first-order matrix elements within the pair. It can therefore arise only through other configurations. Modes of type $e_{2g}$ do split the pair; for small $\Delta$ the square root found above then lowers one singlet by about $\Delta^2/(2K)$, which is quadratic in the distortion and competes with the elastic energy.

Spin-orbit coupling within the pair splits the triplet. Let $l_z=\pm1$ on $\varphi_\pm$ and add $\zeta\sum_i l_{z,i}s_{z,i}$. The determinant with $+$ spin up and $-$ spin down has the value $\zeta[1\cdot\frac12+(-1)(-\frac12)]=\zeta$; with the spins exchanged it has $-\zeta$. The triplet state with $M_S=0$ and the ${}^1A_{1g}$ state are the sum and difference of these two determinants, so the coupling between them is $\zeta$. Second-order perturbation theory lowers the $M_S=0$ state by
\begin{equation}
\frac{\zeta^2}{4K}=\frac{(0.08\ \text{eV})^2}{3.902\ \text{eV}}=1.6\ \text{meV},
\end{equation}
for a rough nickel value $\zeta=0.08$ eV, not reduced for the ring part of the orbitals. The $M_S=\pm1$ states do not shift in this model. Coupling to other configurations also contributes to the splitting, so 1.6 meV sizes one mechanism.

\section{The precursor in a deposition process}

Real nickelocene is paramagnetic, with two unpaired electrons, in accord with the triplet ground term. Take 350 K as a rough source temperature, for which $k_BT=30$ meV. With the lower ${}^1E_{2g}$ gap of the two configuration-interaction calculations, 1.88 eV, and degeneracies of 2 for ${}^1E_{2g}$ and 3 for the triplet, the electronic population ratio is
\begin{equation}
\tfrac23\,e^{-1.878/0.03016}\approx10^{-27}.
\end{equation}
Even the smaller gap $2K=1.25$ eV from the B3LYP orbitals would give only about $10^{-18}$, so thermal singlets are negligible in the vapour. One assumption that can fail during deposition is the fivefold axis: a molecule bound to a surface, with both rings or only one, generally lacks this axis, and its pair need not be degenerate. For a trial splitting $\Delta=0.5$ eV, with the integrals held fixed, the lowest singlet is at $2.927-\sqrt{0.952+0.250}=1.83$ eV, a fall of 0.12 eV from $2K$. In the same model the triplet ceases to be lowest at $|\Delta|=2.8$ eV. Loss of a ring also changes the orbitals and $K$, and can change the number of electrons in the pair, so a surface intermediate needs its own calculation; the gas-phase gaps do not establish its spin state.
